# How a thicker gate oxide attenuates direct tunnelling

**Question**

I have this exercise: a silicon dioxide gate insulator is made thicker, from 1.0 nm to 1.2 nm. The tunnel barrier is 3.1 eV and the electron mass in the oxide is 0.4 times the free-electron mass. By what factor does direct tunnelling go down?

I know that the wave function decays as $e^{-\kappa x}$ in the barrier. Using the extra 0.2 nm in that exponential, I get a reduction by a factor of about 3.1, but I don't trust it, for three reasons. First, I have seen the exponent written both with and without a factor of 2. Second, the full barrier formula contains a hyperbolic sine and a prefactor that depends on the electrodes, and I was told nothing about the electrodes. Third, a real gate has a voltage across it, so the barrier is not flat. Which of these matter here?

**Answer**

The factor of 2 matters most. The electrode prefactor cancels, and the hyperbolic sine can be replaced by an exponential with an error that can be bounded. A voltage across the oxide does change the answer, moderately if it is 1 V, and I treat it separately at the end.

**What the data mean**

I take the oxide to occupy $0<x<d$, with no voltage across it, and I model the barrier as rectangular. This leaves out the image force, which rounds and lowers a barrier this thin. For ideal metal electrodes and an oxide permittivity of 3.9 it lowers the middle of a 1.0 nm barrier by about 0.26 eV, and a semiclassical estimate then gives an attenuation factor near 9.2 instead of the 9.8 found below. The height $\phi=3.1$ eV is measured from the energy of the tunnelling electron up to the conduction-band edge of the oxide. The motion is one-dimensional, and the oxide band is parabolic with mass $m\,m_e$, where $m=0.4$ and $m_e$ is the free-electron mass.

Inside the oxide, the potential energy minus the electron's energy is $\phi$. The Schrödinger equation is therefore

$$
-\frac{\hbar^2}{2m m_e}\psi''+\phi\,\psi=0 .
$$

Moving the second term to the right and dividing by the coefficient of $\psi''$ gives

$$
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m m_e\phi}}{\hbar}.
$$

Electronvolts and nanometres are convenient here, with $\hbar^2/m_e=0.0762$ eV nm². Then

$$
\kappa=\sqrt{\frac{2\times0.4\times3.1}{0.0762}}\ \text{nm}^{-1}=5.705\ \text{nm}^{-1}.
$$

**Where the factor of 2 comes from**

The constant $\kappa$ describes the decay of the amplitude $\psi$. The leakage is governed by the transmission probability $T$, the transmitted current divided by the incident current, and a current is quadratic in the amplitude. If the amplitude arriving at the far side is proportional to $e^{-\kappa d}$, then $T$ is proportional to $e^{-2\kappa d}$. Your factor of 3.1 is the attenuation of the amplitude, and it has to be squared.

With $d_1=1.0$ nm and $d_2=1.2$ nm, this suggests

$$
\frac{T(d_1)}{T(d_2)}\approx e^{2\kappa(d_2-d_1)} .
$$

The exponent is

$$
2\kappa(d_2-d_1)=2\times5.705\times0.2=2.282,
$$

so that

$$
\frac{T(d_1)}{T(d_2)}\approx e^{2.282}=9.80,
\qquad
\frac{T(d_2)}{T(d_1)}\approx0.102 .
$$

The thicker oxide transmits about one tenth as much as the thinner one. What remains is to justify the simple exponential, because the oxide also contains a growing solution $e^{+\kappa x}$, and because of the electrodes.

**The full transmission of the rectangular barrier**

Let the two electrodes be identical, with mass $m_s m_e$ and wave number $k$. In this effective-mass model the joining conditions are that $\psi$ and $\psi'/(\text{mass})$ are continuous at each interface. They conserve the probability current, which is proportional to $\operatorname{Im}(\psi^*\psi'/\text{mass})$. Define

$$
v=\frac{k}{m_s},\qquad w=\frac{\kappa}{m},\qquad \chi=\frac{\psi'}{\text{mass}},
$$

where the masses are in units of $m_e$. Up to a factor $\hbar/m_e$, $v$ is the electron's velocity in the electrode.

On the far side there is only an outgoing wave, $\psi=t\,e^{ik(x-d)}$. At $x=d$ it has $\psi=t$ and $\chi=ivt$. The oxide solution that matches these two values is

$$
\psi(x)=t\left[\cosh\kappa(d-x)-\frac{iv}{w}\sinh\kappa(d-x)\right].
$$

Differentiating with respect to $x$ brings a minus sign from $d-x$. Dividing by $m$ then gives

$$
\chi(x)=t\left[-w\sinh\kappa(d-x)+iv\cosh\kappa(d-x)\right],
$$

which is indeed $ivt$ at $x=d$.

On the near side there are an incident and a reflected wave, $\psi=a\,e^{ikx}+b\,e^{-ikx}$. At $x=0$,

$$
\psi(0)=a+b,\qquad \chi(0)=iv(a-b).
$$

Dividing the second equation by $iv$ and adding the first eliminates $b$:

$$
a=\frac12\left[\psi(0)+\frac{\chi(0)}{iv}\right].
$$

Now insert the oxide solution at $x=0$. Since $-w/(iv)=iw/v$,

$$
\frac{a}{t}=\cosh\kappa d+\frac{i}{2}\left(\frac{w}{v}-\frac{v}{w}\right)\sinh\kappa d .
$$

The incident and transmitted waves have the same velocity, so $T=|t|^2/|a|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,

$$
\frac1T=1+\left[1+\frac14\left(\frac{w}{v}-\frac{v}{w}\right)^2\right]\sinh^2\kappa d .
$$

The square in the bracket expands to $w^2/v^2-2+v^2/w^2$. Adding 1 to one quarter of it changes the $-2$ into $+2$, which completes the opposite square:

$$
\frac1T=1+A\sinh^2\kappa d,\qquad
A=\frac14\left(\frac{w}{v}+\frac{v}{w}\right)^2=\left(\frac{v^2+w^2}{2vw}\right)^2 .
$$

All the information about the electrodes is in $A$. Because $v^2+w^2-2vw=(v-w)^2\ge0$, we have $A\ge1$.

**Why the electrodes drop out of the ratio**

Write $\sinh^2\kappa d=\tfrac14(e^{2\kappa d}-2+e^{-2\kappa d})$ and take out the factor $(A/4)e^{2\kappa d}$. With $q=e^{-2\kappa d}$,

$$
\frac1T=\frac A4\,e^{2\kappa d}B(d),\qquad
B(d)=1+\left(\frac4A-2\right)q+q^2 .
$$

In the ratio of two transmissions the factor $A/4$ cancels:

$$
\frac{T(d_1)}{T(d_2)}=e^{2\kappa(d_2-d_1)}\,\frac{B(d_2)}{B(d_1)} .
$$

The remaining correction is small for any electrode. Since $A\ge1$, the coefficient $4/A-2$ lies between $-2$ and $2$, and therefore

$$
(1-q)^2\le B(d)\le(1+q)^2 .
$$

Let $q_1=e^{-2\kappa d_1}$. The thicker oxide has a smaller $q$, so the same limits with $q_1$ hold for both thicknesses, and

$$
\left|\ln\frac{B(d_2)}{B(d_1)}\right|\le 2\ln\frac{1+q_1}{1-q_1}.
$$

Here $2\kappa d_1=11.41$ and $q_1=1.11\times10^{-5}$, so the right-hand side is $4.4\times10^{-5}$. Within this model, replacing the hyperbolic sine by an exponential changes the attenuation factor by less than 0.005 percent of its value.

The approximation relies on $\kappa d$ being large. In the opposite limit, $\kappa d\to0$ at fixed $A$, one has $\sinh\kappa d\approx\kappa d$ and

$$
T\approx\frac{1}{1+A\kappa^2d^2}\to1 .
$$

Two layers in that regime both transmit almost everything. Their ratio is then close to 1, and its small excess over 1 is not given by the exponential.

**A complete example with electrodes**

To see the cancellation in numbers, choose a model electrode with $m_s=0.2$ and a kinetic energy $E=0.1$ eV. The barrier is still 3.1 eV above the electron's energy, so in this model the oxide band edge lies 3.2 eV above the electrode band edge.

From $k^2=2m_s m_eE/\hbar^2$ we get $v^2=2m_eE/(\hbar^2m_s)$, and in the same way $w^2=2m_e\phi/(\hbar^2m)$. Their ratio is

$$
r=\frac{v^2}{w^2}=\frac{E/m_s}{\phi/m}=\frac{0.1/0.2}{3.1/0.4}=0.0645 .
$$

Dividing the numerator and denominator of $A$ by $w^4$ gives

$$
A=\frac{(1+r)^2}{4r}=4.39,\qquad \frac4A=0.911 .
$$

For a thick barrier $T\approx(4/A)e^{-2\kappa d}$, so

$$
T(d_1)\approx0.911\times1.11\times10^{-5}=1.01\times10^{-5}.
$$

For the thicker oxide, $2\kappa d_2=13.69$ and $T(d_2)\approx1.03\times10^{-6}$. The prefactor 0.911 enters both values and leaves their ratio at 9.80.

The electrode enters through $E/m_s$ alone once $\phi$ is fixed. An electrode with $m_s=1.0$ and $E=0.5$ eV has the same $E/m_s$ as the one above, and hence the same two transmissions. A different $E/m_s$ generally changes $A$ and both transmissions, but the bound above still holds for their ratio.

**Reading the result**

The thickness increase that costs one factor of ten follows from $2\kappa\,\Delta d=\ln10$:

$$
\Delta d=\frac{\ln10}{2\kappa}=\frac{2.303}{11.41}\ \text{nm}=0.202\ \text{nm}.
$$

The increase in your exercise is almost this length, which is why the answer is almost ten. In the thick-barrier regime the attenuation depends on the added thickness and not on the starting thickness: each further 0.2 nm divides $T$ by the same factor.

There is a price. As a parallel-plate capacitor, the oxide has a capacitance per area proportional to $1/d$. Going from 1.0 to 1.2 nm multiplies it by $1.0/1.2=0.83$. With little voltage across the oxide, a loss of 17 percent in oxide capacitance thus buys a nearly tenfold reduction in tunnelling. The reason is that $2\kappa d$ is large: a small relative increase in $d$ lowers the capacitance by the same relative amount, but it lowers $\ln T$ by $2\kappa d\approx11$ times that amount.

The exponential also makes the answer sensitive to the input data. The exponent is proportional to $\sqrt{m\phi}$, so a small relative change in either $m$ or $\phi$ changes the exponent by half that relative amount. If the mass were 10 percent larger, the exponent 2.28 would grow by about 0.11, and the attenuation factor by about 12 percent. I would therefore report the answer as "about 10", or 9.8 if the given data are taken at face value.

The same reasoning shows why the reference point of the barrier matters. Suppose that 3.1 eV is the offset between the electrode and oxide band edges, and the electron has an energy $\varepsilon$ above the electrode edge. Its barrier is then $3.1\ \text{eV}-\varepsilon$. For $\varepsilon=0.1$ eV the exponent falls by about 1.6 percent, and the attenuation factor by about 4 percent.

**What a gate voltage changes**

Let a voltage $V$ drop across the oxide, with the electron moving towards the side of lower potential energy. With $V$ in volts and energies in eV, the barrier above the electron's energy becomes

$$
\phi(x)=\phi-V\frac{x}{d},\qquad 0<V<\phi .
$$

The condition $V<\phi$ means that the electron tunnels through the whole oxide. At larger $V$ it would emerge into the oxide conduction band before reaching the far side, and the formula below would not apply. The formula already becomes less accurate as $V$ approaches $\phi$, because the barrier then nearly vanishes at the exit.

For a slowly varying barrier, the semiclassical (WKB) approximation replaces $\kappa d$ by the integral of the local decay constant:

$$
T\propto\exp\left[-2\int_0^d\kappa(x)\,dx\right]=e^{-2\bar\kappa d}.
$$

Here $\bar\kappa$ is the mean of $\kappa(x)$ over the oxide. With $s=x/d$,

$$
\bar\kappa=\frac{\sqrt{2m m_e}}{\hbar}\int_0^1\sqrt{\phi-Vs}\;ds .
$$

Substitute $u=\phi-Vs$, so that $ds=-du/V$. The minus sign reverses the limits:

$$
\int_0^1\sqrt{\phi-Vs}\,ds=\frac1V\int_{\phi-V}^{\phi}u^{1/2}\,du=\frac{2}{3V}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].
$$

As $V\to0$ the integrand tends to $\sqrt\phi$, and $\bar\kappa$ returns to $\kappa$.

The mean $\bar\kappa$ depends on $V$ but not on $d$. In this approximation the prefactor depends on the barrier heights at the two ends and on the electrode velocities, none of which changes with $d$ at fixed $V$. It cancels again, and

$$
\frac{T(d_1)}{T(d_2)}\approx e^{2\bar\kappa(d_2-d_1)} .
$$

Take $V=1$ V as an example. In the 1.0 nm oxide this is a field of 10 MV/cm, which is comparable to the breakdown field of silicon dioxide, so much larger voltages are of little practical interest here. The mean decay constant is $\bar\kappa=5.217$ nm$^{-1}$. The exponent is $2\times5.217\times0.2=2.087$, and the attenuation factor is 8.06 instead of 9.80. The voltage lowers the barrier everywhere beyond the entrance, so each added bit of oxide attenuates less. This compares the two oxides at the same voltage. At the same field of 10 MV/cm, the added 0.2 nm lies at the exit, where the barrier is only 2.1 to 1.9 eV, and the factor is about 6.3.

The semiclassical formula neglects terms due to the slope of the barrier. Their size can be seen by integrating the Schrödinger equation numerically through the tilted barrier, starting from the transmitted wave and separating the incident wave at the entrance. For the electrode with $m_s=0.2$ and $E=0.1$ eV this gives 8.07, and for the one with $m_s=1.0$ and $E=0.5$ eV it gives 8.06. The two electrodes are no longer equivalent, because the electron leaves with kinetic energy $E+V$ and the two exit velocities differ. Even so, the attenuation hardly changes.

**From transmission to leakage current**

The gate current adds up the transmissions of the electrons that strike the oxide from one side and subtracts the corresponding sum for the electrons that strike it from the other side. It falls by nearly the factor calculated here if the supply of electrons is the same for both thicknesses and they all see nearly the barrier assumed here. A broad spread of energies would require a weighted sum, in which electrons with lower barriers count more. These conditions often fail in real gates. With metal electrodes, electrons arrive with a wide range of momenta parallel to the oxide, and the sum over them adds a factor of about $d_2/d_1$. For free-electron metals with a Fermi energy of 5 eV and the barrier 3.1 eV above it, the low-voltage current falls by about 11.8. In a silicon inversion layer at fixed oxide voltage, the thicker oxide has the weaker field. The layer then holds fewer electrons, they strike the oxide less often, and their subband lies lower. A rough triangular-well estimate at 1 V gives a factor of about 13 rather than 8.

Uneven thickness need not spoil the ratio. Suppose that the local thickness is $d+\delta$, that $\delta$ has the same distribution in both oxides, and that each spot transmits like a uniform layer that is still thick enough for the exponential law. The average transmission is then proportional to $e^{-2\kappa d}\langle e^{-2\kappa\delta}\rangle$. The average over $\delta$ multiplies both currents by the same factor and cancels.

Defects are a different matter. An electron that crosses the oxide by way of a defect state does not tunnel through the full thickness in one step, so its current need not follow $e^{-2\kappa d}$. The factor of about ten, or about eight with 1 V across the oxide, is therefore the ratio of one-dimensional transmissions in this model, for direct tunnelling through intact oxide at a fixed barrier above the electron's energy. The gate current of a device carries the further factors named above. It is not a prediction of how the leakage of a worn or damaged oxide changes, nor of the oxide's lifetime.
